# Offspring Variance in Multinomial, Residual and Comb Resampling

## Problem

In diffusion Monte Carlo, a step of imaginary time $\tau$ gives walker $i$ the weight

$$w_i=e^{-\tau(E_i-E_T)},\qquad i=1,\dots,N,$$

where $E_i$ is its local energy and $E_T$ the trial energy. Resampling replaces the weighted population by $N$ walkers of weight one, of which $n_i$ are copies of walker $i$. For one resampling to reproduce, on average, every weighted average $\sum_iw_if_i/\sum_jw_j$ over the current walkers, which is what unbiased means here (the finite-population bias of a run repeated at fixed $N$ is a separate matter), the mean copy number must be

$$\langle n_i\rangle=a_i=\frac{N w_i}{\sum_j w_j},\qquad \sum_i a_i=N .$$

Angle brackets and variances refer to the random numbers of the resampling, with the walkers and weights held fixed. Three schemes are considered.

- **Multinomial:** draw $N$ parents independently, choosing walker $i$ with probability $p_i=a_i/N$.
- **Residual:** keep $\lfloor a_i\rfloor$ copies of each walker. Draw the missing walkers independently, with probabilities proportional to the remainders $r_i=a_i-\lfloor a_i\rfloor$.
- **Comb:** lay segments of lengths $a_1,\dots,a_N$ end to end on a line of length $N$. Put teeth at $u,1+u,\dots,N-1+u$, with a single random $u$ uniform in $[0,1)$. Then $n_i$ is the number of teeth in segment $i$.

Write $a_i=1+\delta_i$, so that $\sum_i\delta_i=0$, and let the weights be nearly equal, $|\delta_i|<1$. Take $N\ge2$.

1. Find $\mathrm{Var}\,n_i$ for each scheme, and the average $V=N^{-1}\sum_i\mathrm{Var}\,n_i$. Which of the three averages vanish as $\tau\to0$ at fixed $N$ and fixed, unequal $E_i$?
2. Find the noise that resampling adds to a population average $F=N^{-1}\sum_i n_if_i$.
3. Let all weights be equal, and apply multinomial resampling at every step over a fixed imaginary time $T$. What happens to the descendants of one walker as $\tau\to0$?

For numbers, use the hydrogen atom with trial function $\psi=e^{-\zeta r}$, $\zeta=0.9$, and six walkers at $r=1.25,\,0.40,\,4.00,\,2.00,\,0.80,\,1.60$ bohr, in this order. Take $E_T=-0.5$ hartree. Atomic units are used, so $\tau$ is in inverse hartree.

## First estimate by scaling

Let $\varepsilon$ be the typical size of $|E_i-\bar E|$, where $\bar E=N^{-1}\sum_iE_i$. The weights then differ from their mean by a relative amount of order $\tau\varepsilon$, and so $|\delta_i|\sim\tau\varepsilon$.

In the multinomial scheme, each of $N$ draws selects a given walker with probability near $1/N$. The copy number counts rare independent events with mean one, so its variance is about one. The time step does not enter.

In the comb, a segment differs in length from the tooth spacing by about $\tau\varepsilon$. The number of teeth in it differs from one with a probability of that order. A change by one copy with probability $\tau\varepsilon$ gives $V\sim\tau\varepsilon$.

For the residual scheme, suppose that the part left to random drawing is as small as the departure of the weights from one. The estimate is then again $V\sim\tau\varepsilon$. This supposition has to be checked.

## Exact solution

### The weights at small time step

Let $e_i=E_i-\bar E$. Multiplying every weight by the common factor $e^{\tau(\bar E-E_T)}$ does not alter $a_i$, and it removes $E_T$:

$$a_i=\frac{e^{-\tau e_i}}{N^{-1}\sum_j e^{-\tau e_j}}.$$

The numerator is $1-\tau e_i+O(\tau^2)$. The denominator is $1+O(\tau^2)$, because $\sum_je_j=0$. Hence

$$\delta_i=-\tau e_i+O(\tau^2).$$

Let $N_-$ be the number of walkers with $\delta_i<0$. If no $E_i$ coincides with $\bar E$, then for small enough $\tau$ this is the number of walkers with energy above the mean. Since the energies are unequal and the $\delta_i$ sum to zero, $N_-\ge1$.

### Multinomial resampling

Let $I_k=1$ if draw $k$ selects walker $i$, and $I_k=0$ otherwise. Then $n_i=\sum_{k=1}^NI_k$. Since $I_k^2=I_k$, each indicator has variance $p_i-p_i^2$. The draws are independent, so the variances add:

$$\mathrm{Var}\,n_i=Np_i(1-p_i)=a_i\left(1-\frac{a_i}{N}\right).$$

For the average, use $\sum_ia_i=N$ and

$$\sum_ia_i^2=\sum_i(1+2\delta_i+\delta_i^2)=N(1+s^2),\qquad s^2=\frac1N\sum_i\delta_i^2 .$$

This gives

$$V_{\rm mult}=\frac1N\sum_ia_i-\frac1{N^2}\sum_ia_i^2=1-\frac{1+s^2}{N}\;\xrightarrow[\tau\to0]{}\;1-\frac1N .$$

The limit is positive for every $N\ge2$. The noise comes from drawing the parents independently, which omits some walkers and repeats others even when all weights agree.

### Comb resampling

Let $A_i=\sum_{j\le i}a_j$ be the right edge of segment $i$, with $A_0=0$. The teeth to the left of a point $x$ are those with integer $k\ge0$ and $k<x-u$. For $0\le x\le N$ their number is $\lceil x-u\rceil$, so

$$n_i=\lceil A_i-u\rceil-\lceil A_{i-1}-u\rceil .$$

To find the mean, write $x=m+\rho$ with integer $m$ and $0\le\rho<1$. For $u<\rho$ the ceiling $\lceil x-u\rceil$ is $m+1$; for $u\ge\rho$ it is $m$. Its average over $u$ is therefore $m+\rho=x$, and

$$\langle n_i\rangle=A_i-A_{i-1}=a_i .$$

To find the possible values, note that $y\le\lceil y\rceil<y+1$. The difference of the two ceilings therefore lies strictly between $a_i-1$ and $a_i+1$. If $a_i$ is not an integer, $n_i$ can be only $\lfloor a_i\rfloor$ or $\lfloor a_i\rfloor+1$. If $a_i$ is an integer, $n_i=a_i$. The mean fixes the probability of the extra copy as $r_i$, and a variable that is one with probability $r_i$ and zero otherwise has variance $r_i-r_i^2$.

For $\delta_i\ge0$ the remainder is $r_i=\delta_i$; for $\delta_i<0$ it is $r_i=1-|\delta_i|$. The product $r_i(1-r_i)$ is the same in both cases:

$$\mathrm{Var}\,n_i=|\delta_i|\,(1-|\delta_i|),$$

$$V_{\rm comb}=\frac1N\sum_i|\delta_i|-s^2=\frac{\tau}{N}\sum_i|E_i-\bar E|+O(\tau^2).$$

No unbiased scheme with integer copy numbers has a smaller variance for any walker. To see this, put $m=n_i-\lfloor a_i\rfloor$, an integer with mean $r_i$. Since $m(m-1)\ge0$ for every integer, $\langle m^2\rangle\ge\langle m\rangle=r_i$, and

$$\mathrm{Var}\,n_i=\langle m^2\rangle-r_i^2\ge r_i(1-r_i).$$

Noise of order $\tau$ is thus the price of representing unequal weights by whole walkers. Over a fixed time $T$ there are $T/\tau$ steps, so the sum of the single-step values $V_{\rm comb}$ stays finite as $\tau\to0$ if the mean energy deviation does. The corresponding multinomial sum grows as $1/\tau$.

### Residual resampling

For $\delta_i\ge0$, $\lfloor a_i\rfloor=1$; for $\delta_i<0$, $\lfloor a_i\rfloor=0$. The copies kept with certainty number $N-N_-$, so the number of random draws is

$$\sum_ir_i=N-(N-N_-)=N_- .$$

This number does not shrink with $\tau$. A walker with expected copy number $0.999$ keeps no certain copy, and its whole weight goes into the lottery.

Walker $i$ is chosen in each of the $N_-$ draws with probability $q_i=r_i/N_-$. The mean is $\lfloor a_i\rfloor+N_-q_i=a_i$, as required. The variance is that of $N_-$ independent indicators:

$$\mathrm{Var}\,n_i=N_-q_i(1-q_i)=r_i\left(1-\frac{r_i}{N_-}\right).$$

As $\tau\to0$, this tends to zero for a walker above unit weight, where $r_i=\delta_i\to0$. For a walker below unit weight, $r_i\to1$ and the variance tends to $1-1/N_-$.

To average, write $r_i^2=r_i-r_i(1-r_i)$ and recognise the comb variance in the last term:

$$\sum_ir_i^2=N_--N V_{\rm comb}.$$

Consequently

$$N V_{\rm res}=\sum_ir_i-\frac1{N_-}\sum_ir_i^2=N_--1+\frac{N V_{\rm comb}}{N_-},$$

$$V_{\rm res}=\frac{N_--1}{N}+\frac{V_{\rm comb}}{N_-}\;\xrightarrow[\tau\to0]{}\;\frac{N_--1}{N}.$$

The residual noise vanishes in this limit if $N_-=1$, and otherwise it does not. A walker with $E_i=\bar E$ counts in $N_-$: its $a_i$ is $1/(N^{-1}\sum_je^{-\tau e_j})$, and the denominator exceeds one because $e^{x}>1+x$ for $x\ne0$ and $\sum_je_j=0$. So $N_-=1$ means that a single walker has energy at or above the mean. If the weights are exactly equal, all remainders are zero, nothing is drawn and the noise is zero. The limit of nearly equal weights therefore differs from the value at equal weights when $N_->1$. The cause is the jump of the floor function at one.

### Noise in a population average

Copy numbers of different walkers are correlated, since they sum to $N$. The variances of the separate $n_i$ do not by themselves give the variance of $F$.

In the multinomial scheme, $F$ is the mean of $N$ independent values of $f$ drawn with probabilities $p_i$. Hence

$$\mathrm{Var}\,F=\frac1N\left[\sum_ip_if_i^2-\Big(\sum_ip_if_i\Big)^2\right].$$

As $\tau\to0$, $p_i\to1/N$, and this becomes the variance of $f$ over the old population divided by $N$. It is nonzero unless all $f_i$ agree.

In the residual scheme, $F$ is a fixed part plus $1/N$ times a sum of $N_-$ independent values drawn with probabilities $q_i$:

$$\mathrm{Var}\,F=\frac{N_-}{N^2}\left[\sum_iq_if_i^2-\Big(\sum_iq_if_i\Big)^2\right].$$

In the limit, $q_i\to1/N_-$ for the walkers below unit weight and $q_i\to0$ for the others. The noise is then set by the spread of $f$ among the former.

For the comb, ask when the population stays unchanged. Let $C_i=\sum_{j\le i}\delta_j$ and $C_0=0$, so $A_i=i+C_i$ and $\lceil A_i-u\rceil=i+\lceil C_i-u\rceil$. Every $n_i$ equals one if and only if $\lceil C_i-u\rceil=0$ for all $i$, which means $-1<C_i-u\le0$, or

$$\max_iC_i\le u<1+\min_iC_i .$$

Because $C_0=0$, this interval lies within the allowed range of $u$. If $\max C-\min C<1$, its length is $1-(\max C-\min C)$, and the probability of any change is

$$P=\max_iC_i-\min_iC_i=O(\tau).$$

It depends on the order in which the walkers are laid out. When nothing changes, $F$ equals the old average $\bar f=N^{-1}\sum_if_i$. When something changes, both $F$ and $\bar f$ still lie between the extreme values of $f$. The variance is no larger than the mean square deviation from any fixed number, so

$$\mathrm{Var}\,F\le\langle(F-\bar f)^2\rangle\le P\,(f_{\max}-f_{\min})^2 .$$

At fixed $N$ the comb noise in any population average thus vanishes at least as fast as $\tau$.

### Repeated multinomial resampling

Now let all weights be equal at every step. This happens in hydrogen for $\zeta=1$, where the local energy is constant, as the formula in the next section shows. Let $m$ be the number of descendants of one initial walker. Each new walker has its parent in this family with probability $m/N$, so the next number $m'$ is binomial, with mean $m$ and variance $m(1-m/N)$. The mean remains one. With $V_M$ the variance after $M$ steps, $\langle m^2\rangle=V_M+1$, and

$$V_{M+1}=\Big\langle m-\frac{m^2}{N}+m^2\Big\rangle-1=\left(1-\frac1N\right)(V_M+1).$$

Set $D_M=N-1-V_M$, so that $V_M+1=N-D_M$. Then

$$D_{M+1}=N-1-\left(1-\frac1N\right)(N-D_M)=\left(1-\frac1N\right)D_M .$$

Since $V_0=0$, $D_0=N-1$, and therefore

$$V_M=(N-1)\left[1-\left(1-\frac1N\right)^M\right],\qquad M=\frac T\tau .$$

For $\tau\to0$ at fixed $T$ and $N$, $V_M\to N-1$. This is the largest variance possible: $0\le m\le N$ gives $\langle m^2\rangle\le N\langle m\rangle=N$, with equality if and only if $m$ is either $0$ or $N$. In the limit, one initial walker is the ancestor of the whole population.

For large $N$ the bracket is close to $1-e^{-T/(N\tau)}$, so the variance of the family size approaches its maximum with a time constant $N\tau$, that is $N$ steps, and on this scale the population collapses to one or a few ancestors. Most lines are lost much sooner: in the first step alone a walker leaves no copy with probability $(1-1/N)^N\approx0.37$, and the ancestry table below shows about 16 of 100 lines left after 10 steps. A smaller time step shortens the time $N\tau$ unless $N$ grows in proportion to $1/\tau$. Another cure is to carry the weights and resample at fixed intervals of imaginary time, so that $M$ does not grow. At exactly equal weights the comb and the residual scheme copy each walker once and lose no ancestry. For the residual scheme this does not extend to nearly equal weights. With $N_->1$, a walker below unit weight leaves no copy with a probability tending to $(1-1/N_-)^{N_-}$ at each step, however small $\tau$ is, and the sum of $V_{\rm res}$ over a fixed time grows as $1/\tau$. Rounding alone can do this: if the computed $a_i$ of equal weights falls just below one, nothing is kept and the residual scheme becomes multinomial.

## Numbers for hydrogen

For $\psi=e^{-\zeta r}$, $\psi'=-\zeta\psi$ and $\psi''=\zeta^2\psi$. The local energy is

$$E_L=-\frac1{2\psi}\left(\psi''+\frac2r\psi'\right)-\frac1r=-\frac{\zeta^2}{2}+\frac{\zeta-1}{r}.$$

With $\zeta=0.9$ it is $-0.405-0.1/r$. The six energies have mean $-0.50375$ hartree and mean absolute deviation $0.0592$ hartree. Four of them lie above the mean.

Take the third walker, at $r=4$ bohr, with $\tau=0.1$. Its energy is $-0.405-0.025=-0.430$ hartree, its weight is $e^{-0.1\times0.070}=0.993024$, and the sum of all weights is $6.002416$. Hence

$$a_3=\frac{6\times0.993024}{6.002416}=0.992625,\qquad \delta_3=-0.007375 .$$

Its three variances are

$$\begin{aligned}
\text{multinomial:}\quad&0.992625\,(1-0.992625/6)=0.8284,\\
\text{residual:}\quad&0.992625\,(1-0.992625/4)=0.7463,\\
\text{comb:}\quad&0.007375\times0.992625=0.0073 .
\end{aligned}$$

The second walker, at $0.40$ bohr, has $\delta_2=+0.015212$. Its residual variance is $0.0152$, close to its comb variance of $0.0150$. Although its weight is farther from the mean than that of the third walker, it is far less noisy in the residual scheme, because it lies on the upper side of one.

The averages over the six walkers are:

| $\tau$ | $V_{\rm mult}$ | $V_{\rm res}$ | $V_{\rm comb}$ |
|---|---|---|---|
| 0.1 | 0.8333 | 0.5015 | 0.00588 |
| 0.01 | 0.8333 | 0.5001 | 0.000591 |
| 0.001 | 0.8333 | 0.5000 | 0.0000592 |

The limits are $1-1/6=0.8333$ and $(4-1)/6=0.5$. At $\tau=0.1$ the residual formula gives $0.5+0.00588/4=0.5015$.

For the population-average radius, $f_i=r_i^{\rm pos}$, where $r_i^{\rm pos}$ is the distance of walker $i$ from the nucleus. At $\tau=0.001$ the variances are $0.2247$, $0.1262$ and $0.000033$ bohr$^2$ for the multinomial, residual and comb schemes. The first two have settled at their limits, while the third is about a hundredth of its value at $\tau=0.1$, which is $0.00327$ bohr$^2$.

The comb's change probability at $\tau=0.1$ follows from the partial sums of $\delta_i$. The smallest is $C_1=-0.001901$ and the largest is $C_2=-0.001901+0.015212=0.013311$, so $P=0.0152$. In about 98.5 per cent of resamplings the population passes through unchanged. The bound on $\mathrm{Var}\,F$ is then $0.0152\times(4.0-0.4)^2=0.197$ bohr$^2$, far above the actual value. It secures the order in $\tau$ but is no estimate of the size.

For ancestry, take 100 equally weighted walkers, $T=1$ inverse hartree and multinomial resampling at every step:

| $\tau$ | Steps | Variance of family size | Mean surviving ancestors |
|---|---|---|---|
| 0.1 | 10 | 9.47 | 16.1 |
| 0.01 | 100 | 62.8 | 2.30 |
| 0.001 | 1000 | 99.0 | 1.00 |

The numerical check checks the variance formulas against enumeration of all draws and exact integration over the comb offset, and the family-size law against a binomial Markov chain.

## Comparison of estimate and exact result

For multinomial resampling, the estimate $V\approx1$ has the right order and the right independence of $\tau$. The exact limit is smaller by the factor $1-1/N$, here $0.833$, because the draws are finite in number and the rare-event variance is reached as $N\to\infty$.

For the comb, the estimate $V\sim\tau\varepsilon$ is correct, and the exact solution identifies $\varepsilon$ as the mean absolute deviation of the local energy, with prefactor one at leading order. At $\tau=0.1$ this gives $0.1\times0.0592=0.00592$, against the exact $0.00588$.

For residual resampling, the estimate fails. It predicts about $0.006$ at $\tau=0.1$, whereas the exact value is $0.50$, larger by a factor of about 85, and the discrepancy grows as $1/\tau$. The supposition of a small random part holds for walkers above unit weight. Below it, the remainder is nearly a whole walker.

The small-$\tau$ results also require $\tau|E_i-\bar E|\ll1$ for every walker. Here the local energy diverges as $-0.1/r$ at the nucleus, so at $\tau=0.1$ the term $0.1\,\tau/r$ is already $0.2$ at $0.05$ bohr and reaches one at $0.01$ bohr, where the condition fails outright. The multinomial variance $a_i(1-a_i/N)$ and the comb variance $r_i(1-r_i)$ remain valid, since their derivations did not use $|\delta_i|<1$. In the residual formula, $N_-$ must then be replaced by the actual number of draws, $\sum_ir_i$.

## Calculated quantities

```
Hydrogen trial exponent zeta = 0.9 1/bohr; E_T = -0.5 hartree
Number of walkers N = 6; with energy above the mean: 4
Mean local energy = -0.50375 hartree
Mean absolute deviation of local energy = 0.059167 hartree
Walkers at tau = 0.1 1/hartree (w, a, delta, r_i dimensionless)
 i  radius/bohr  E/hartree       w         a        delta      r_i
 1      1.25      -0.48500   0.998501  0.998099  -0.001901  0.998099
 2      0.40      -0.65500   1.015621  1.015212   0.015212  0.015212
 3      4.00      -0.43000   0.993024  0.992625  -0.007375  0.992625
 4      2.00      -0.45500   0.995510  0.995109  -0.004891  0.995109
 5      0.80      -0.53000   1.003005  1.002601   0.002601  0.002601
 6      1.60      -0.46750   0.996755  0.996354  -0.003646  0.996354
Sum of weights = 6.002416; N_minus = 4
Variance of copy number at tau = 0.1 1/hartree (dimensionless)
 i  multinomial  residual     comb
 1    0.832066   0.749049   0.001897
 2    0.843436   0.015154   0.014981
 3    0.828407   0.746299   0.007321
 4    0.830069   0.747549   0.004867
 5    0.835066   0.002599   0.002594
 6    0.830900   0.748174   0.003633
Average variance V per walker (dimensionless), tau in 1/hartree
  tau   multinomial  residual      comb     comb V/tau (hartree)
 0.100    0.833324   0.501470   0.00588199     0.058820
 0.010    0.833333   0.500148   0.00059132     0.059132
 0.001    0.833333   0.500015   0.00005916     0.059163
Limits tau->0: multinomial 0.833333, residual 0.500000, comb 0
Variance of population-average radius (bohr^2); comb change probability
  tau   multinomial  residual      comb     P(change)
 0.100    0.224291   0.126937   0.00327106   0.0152119
 0.010    0.224648   0.126241   0.00033085   0.0015134
 0.001    0.224684   0.126171   0.00003312   0.0001513
Limits tau->0: multinomial 0.224688, residual 0.126163 bohr^2
Equal weights, 100 walkers, total time 1.0 1/hartree, multinomial
  tau   steps  variance of family size  mean surviving ancestors
 0.100     10           9.4662                16.1389
 0.010    100          62.7628                 2.3044
 0.001   1000          98.9957                 1.0001
```
